# Does a high current-gain cutoff guarantee a high maximum oscillation frequency?

## Question

I am comparing two versions of a radio-frequency power transistor. The channel, the capacitances and the bias are the same, but one version has a more resistive gate electrode. The current-gain cutoff frequency $f_T$ comes out the same for both.

My reasoning was this. Above $f_T$ the transistor no longer amplifies current, and below it, it does. An oscillator needs amplification, so the maximum oscillation frequency $f_{\max}$ should follow $f_T$, and the two versions should be equally good. Yet I am told that the resistive gate ruins $f_{\max}$. How can a resistor in the input lead leave one figure of merit untouched and spoil the other? And can a device with current gain above one really be unable to oscillate?

## Answer

Yes, at a given frequency it can. Current gain compares two currents and does not ask what power is needed to drive the input current. Oscillation is a question of power. A resistor in series with the gate changes the power needed for a given gate current, but not the drain current which that gate current produces.

### What is held fixed

Take the source as common terminal, the gate as port 1 and the drain as port 2. Signals are small and sinusoidal, with time factor $e^{j\omega t}$, $\omega=2\pi f$ and peak amplitudes. Currents $I_1,I_2$ flow into the device. Describe it by

$$V_1=h_{11}I_1+h_{12}V_2,\qquad I_2=h_{21}I_1+h_{22}V_2 .$$

The short-circuit current gain is $h_{21}=I_2/I_1$ at $V_2=0$, and $f_T$ is the frequency where $|h_{21}|=1$.

Now insert a resistance $R_g$ in series with the gate. The same $I_1$ flows through it, so $V_1$ gains a term $R_gI_1$ and the equation for $I_2$ is unchanged. Hence

$$h_{11}\to h_{11}+R_g,\qquad h_{12},\,h_{21},\,h_{22}\ \text{unchanged}.$$

The whole curve $h_{21}(f)$ is independent of $R_g$, and so is $f_T$. Two conditions are used: the bias does not shift (the gate draws negligible direct current), and no capacitance, whether to the source or to the drain, is connected to the external gate terminal ahead of $R_g$. I return to the second condition below.

### The current gain of a simple transistor

Let the device have transconductance $g_m$, output conductance $g_{ds}$ and capacitances $C_{gs},C_{gd},C_{ds}$, with a single lumped $R_g>0$. Define

$$C=C_{gs}+C_{gd},\qquad k=\frac{C_{gd}}{C},\qquad f_0=\frac{g_m}{2\pi C}.$$

Call the voltage behind the gate resistor $v$. The gate current charges both gate capacitances:

$$I_1=j\omega C_{gs}v+j\omega C_{gd}(v-V_2)=j\omega C\,v-j\omega C_{gd}V_2 .$$

Solving for $v$, and adding the drop across the resistor, gives

$$v=\frac{I_1}{j\omega C}+kV_2,\qquad V_1=\left(R_g+\frac{1}{j\omega C}\right)I_1+kV_2 .$$

At the drain,

$$\begin{aligned}
I_2&=g_mv+(g_{ds}+j\omega C_{ds})V_2+j\omega C_{gd}(V_2-v)\\
&=(g_m-j\omega C_{gd})v+\left[g_{ds}+j\omega(C_{ds}+C_{gd})\right]V_2 .
\end{aligned}$$

Inserting $v$ and using $g_m/(\omega C)=f_0/f$, we read off

$$h_{12}=k,\qquad h_{21}=\frac{g_m-j\omega C_{gd}}{j\omega C}=-k-j\frac{f_0}{f},$$

$$\operatorname{Re}h_{11}=R_g,\qquad \operatorname{Re}h_{22}=g_{ds}+kg_m\equiv g_o .$$

The term $kg_m$ in $g_o$ is feedback: with no gate current, the capacitive divider passes a fraction $k$ of the drain voltage to the gate, and the channel responds.

Setting $|h_{21}|^2=k^2+(f_0/f)^2=1$ gives

$$f_T=\frac{f_0}{\sqrt{1-k^2}}=\frac{g_m}{2\pi\sqrt{C^2-C_{gd}^2}} .$$

There is no $R_g$ in it.

### The power balance

The average signal power absorbed by the device is

$$P=\tfrac12\operatorname{Re}(V_1I_1^*+V_2^*I_2).$$

If $P$ can be made negative, the device can deliver signal power, taken from its bias supply, and is called active. I define $f_{\max}$ as the frequency above which it is no longer active.

Substitute the two port equations. A number and its complex conjugate have the same real part, so $\operatorname{Re}(h_{21}I_1V_2^*)=\operatorname{Re}(h_{21}^*V_2I_1^*)$, and the cross terms combine:

$$P=\tfrac12\left[\operatorname{Re}h_{11}|I_1|^2+\operatorname{Re}h_{22}|V_2|^2+\operatorname{Re}\{(h_{12}+h_{21}^*)V_2I_1^*\}\right].$$

In our model $h_{12}+h_{21}^*=k-k+jf_0/f=ja$, with $a=f_0/f$. The cross term is most negative when $V_2I_1^*=j|V_2||I_1|$, since then $ja\cdot j=-a$. With this best phase,

$$\begin{aligned}
2P&=R_g|I_1|^2+g_o|V_2|^2-a|V_2||I_1|\\
&=g_o\left(|V_2|-\frac{a|I_1|}{2g_o}\right)^2+\left(R_g-\frac{a^2}{4g_o}\right)|I_1|^2 .
\end{aligned}$$

The square vanishes for $V_2=jaI_1/(2g_o)$. The least absorbed power at given gate current is therefore

$$P_{\min}=\tfrac12|I_1|^2\,(R_g-R_{\rm act}),\qquad R_{\rm act}=\frac{1}{4g_o}\left(\frac{f_0}{f}\right)^2 .$$

In this power balance the transistor counts, at best, as a negative resistance $-R_{\rm act}$ in series with $R_g$. The balance includes both ports. It is not the resistance seen at the gate: in the optimum state $\operatorname{Re}(V_1/I_1)$ is still $R_g$, and the power leaves through the drain. The device is active when $R_g<R_{\rm act}$. Equality gives

$$f_{\max}=\frac{f_0}{2\sqrt{R_g\,g_o}} .$$

Quadrupling $R_g$ halves $f_{\max}$ and leaves $f_T$ alone. Comparing the two formulas,

$$f_{\max}<f_T\quad\Longleftrightarrow\quad R_g>\frac{1-k^2}{4g_o}.$$

### Is this really the limit for oscillation?

Above $f_{\max}$, every nonzero drive makes the device absorb power. Passive surroundings also absorb, or at best return, signal power. The two cannot balance, so no steady sinusoid survives.

Below $f_{\max}$ a suitable load can be built. Take the optimum state found above, with port voltages $V=(V_1,V_2)^T$, currents $I$ and $P<0$. The load must accept the currents $J=-I$ at these voltages. Try an equal conductance $g$ across each port, plus a lossless network with a real symmetric susceptance matrix $B$:

$$J=(g+jB)V\quad\Longrightarrow\quad BV=K,\qquad K=-j(J-gV).$$

Because $B$ is real, the real and imaginary parts separate: $BV_r=K_r$ and $BV_i=K_i$. They determine $B$ if $V_r$ and $V_i$ are linearly independent, which means that $V_1/V_2$ is not real. In the optimum state $I_1/V_2=-2jg_o/a$, so

$$\frac{V_1}{V_2}=k+\left(R_g-\frac{j}{\omega C}\right)\left(-\frac{2jg_o}{a}\right)=k-\frac{2g_o}{g_m}-j\,\frac{2g_oR_g}{a},$$

where $a\omega C=g_m$ was used. The imaginary part is nonzero because $R_g>0$.

The matrix $B$ is symmetric if $V_r^TK_i=V_i^TK_r$, that is, if $\operatorname{Im}(V^\dagger K)=0$. Since $V^\dagger K=-j(V^\dagger J-g|V|^2)$, this requires

$$g=\frac{\operatorname{Re}(V^\dagger J)}{|V|^2}=-\frac{2P}{|V|^2}>0 .$$

So the load conductances are positive, and they consume just the power the transistor delivers. A symmetric $2\times2$ matrix $B$ is a network of three reactances: one across each port and one bridging them. The complete circuit then supports a steady sinusoid with no signal source. This is a threshold condition in linear theory; it does not describe start-up or the final amplitude.

### Connection with Mason's gain

You may have met $f_{\max}$ as the frequency where Mason's unilateral gain equals one:

$$U=\frac{|y_{21}-y_{12}|^2}{4(\operatorname{Re}y_{11}\operatorname{Re}y_{22}-\operatorname{Re}y_{12}\operatorname{Re}y_{21})},$$

where the $y$ parameters give the port currents from the port voltages. For this model the definitions agree. Solving the port equations for the currents gives $y_{11}=1/h_{11}$, $y_{12}=-k/h_{11}$, $y_{21}=h_{21}/h_{11}$ and $y_{22}=h_{22}-ky_{21}$. The numerator is $|h_{21}+k|^2/|h_{11}|^2=a^2/|h_{11}|^2$. With $\operatorname{Re}(1/h_{11})=R_g/|h_{11}|^2$, the bracket in the denominator is

$$\frac{R_g}{|h_{11}|^2}\left(g_o-k\operatorname{Re}y_{21}\right)+\frac{kR_g}{|h_{11}|^2}\operatorname{Re}y_{21}=\frac{R_gg_o}{|h_{11}|^2}.$$

Therefore $U=a^2/(4R_gg_o)=R_{\rm act}/R_g=(f_{\max}/f)^2$.

### Numbers: one transistor, four gate resistances

Take round model parameters, not those of a particular device: $g_m=100$ mS, $g_{ds}=5$ mS, $C_{gs}=270$ fF, $C_{gd}=30$ fF and $C_{ds}=60$ fF. Then $C=300$ fF, $k=0.1$ and

$$g_o=5+0.1\times100=15\ \text{mS},\qquad f_0=\frac{0.100\ \text{S}}{2\pi\times300\ \text{fF}}=53.05\ \text{GHz}.$$

The cutoff is $f_T=53.05/\sqrt{0.99}=53.3$ GHz. For $R_g=1$ ohm,

$$f_{\max}=\frac{53.05\ \text{GHz}}{2\sqrt{1\times0.015}}=216.6\ \text{GHz}.$$

Changing only $R_g$ gives:

| $R_g$ (ohm) | $f_T$ (GHz) | $f_{\max}$ (GHz) |
|---:|---:|---:|
| 1 | 53.3 | 216.6 |
| 4 | 53.3 | 108.3 |
| 16 | 53.3 | 54.1 |
| 64 | 53.3 | 27.1 |

The numerical output below obtains these frequencies from the circuit's admittance matrix. It finds $f_{\max}$ as the point where the smallest eigenvalue of the matrix's Hermitian part, which governs absorbed power, changes sign. The tests confirm both closed formulas. The two frequencies cross at $R_g=0.99/(4\times0.015)=16.5$ ohm.

Your second question is answered at 40 GHz. There $|h_{21}|=1.33$ for all four devices, and

$$R_{\rm act}=\frac{(53.05/40)^2}{4\times0.015}=29.3\ \text{ohm}.$$

With $R_g=1$ ohm the best net resistance is $1-29.3=-28.3$ ohm, and the device is active. With $R_g=64$ ohm it is $64-29.3=+34.7$ ohm. With the drain shorted, the drain current still exceeds the gate current, but no choice of drain voltage makes the device deliver net power at this frequency. It is still active below its $f_{\max}$ of 27.1 GHz.

The opposite case also occurs. At 80 GHz, above $f_T$, the current gain is only 0.67. Yet $R_{\rm act}=7.3$ ohm exceeds $R_g=4$ ohm, so oscillation is possible. The load construction gives 6.35 mS of conductance at each port, with susceptances of 54.8 mS across the gate port, 9.1 mS across the drain port and $-47.8$ mS between them: two capacitors and an inductor. With $R_g=16$ ohm the device is passive at this frequency. Current gain above one at a given frequency is thus neither sufficient nor necessary for oscillation at that frequency.

### What changes in a less simple device

The formula for $f_{\max}$ diverges as $R_g\to0$, because the model then has no loss in its input. Other resistances in the device can remove this divergence. For a general two-port with $\operatorname{Re}h_{22}>0$, the same completion of the square, with $|h_{12}+h_{21}^*|$ in place of $a$, shows that the device is active when

$$R_g<\frac{|h_{12}+h_{21}^*|^2}{4\operatorname{Re}h_{22}}-\operatorname{Re}h_{11},$$

with $h_{11}$ taken before $R_g$ is added. The right-hand side does not contain $R_g$, so raising $R_g$ can remove frequencies from the active range but cannot add any. If $\operatorname{Re}h_{22}<0$ at some frequency, the argument fails there: the drain port alone can deliver power with zero gate current, and no gate resistance prevents it.

As a check, add 1 ohm in series with $C_{gs}$ for the channel, and 0.5 ohm each in the source and drain leads. At $R_g=0$, $f_{\max}$ is now finite, 233 GHz. It falls to 157, 97, 52 and 27 GHz for the same four gate resistances. The first steps are smaller than in the simple model, since $R_g$ is no longer the only series resistance. The cutoff stays at 53.8 GHz throughout. This crossing of $|h_{21}|=1$ is slightly higher than before. Taken alone, the channel resistance moves it to 53.8 GHz, the source resistance to 53.7 GHz and the drain resistance to 52.9 GHz. The cutoff as usually measured, by extrapolating $f|h_{21}|$ from low frequency, does not rise: the source and drain resistances lower it from 53.05 to 52.3 GHz. Neither version depends on $R_g$.

### When $f_T$ does depend on gate resistance

Suppose a contact pad adds a capacitance $C_p$ from the external gate terminal to the source, ahead of $R_g$. With the drain shorted, $V_1=h_{11}I_1$, and the pad draws an extra current $j\omega C_pV_1$. The measured gain is therefore

$$h_{21}'=\frac{h_{21}}{1+j\omega C_ph_{11}}=\frac{h_{21}}{1+C_p/C+j\omega C_pR_g}.$$

A larger $R_g$ now diverts more of the input current into the pad. For $C_p=30$ fF, the measured $f_T$ falls from 48.4 GHz at 1 ohm to 43.6 GHz at 64 ohm, about 10 percent, while $f_{\max}$ falls by a factor of eight. The pad does not alter $f_{\max}$: at given port voltages it adds a reactive current but absorbs no average power.

For your two transistors, equal $f_T$ is thus what one expects if the pad contribution is small or has been subtracted. It says that their short-circuit current gains fall to one at the same frequency. In the simple model they also share $f_0$ and $g_o$, so their $f_{\max}$ values differ only through the factor $1/\sqrt{R_g}$. A real gate electrode is a distributed line. If it is uniform, $f_T$ is still unaffected: with the drain shorted, both $I_1=j\omega C\bar v$ and $I_2=(g_m-j\omega C_{gd})\bar v$ follow the same average gate voltage $\bar v$. For a line fed from one end, one third of the end-to-end resistance acts as $R_g$ while that resistance is small. For larger values $f_{\max}$ falls more slowly than $1/\sqrt{R_g}$: end-to-end resistances of 3, 12, 48 and 192 ohm give 218, 110, 58 and 35 GHz, against 217, 108, 54 and 27 GHz in the table. The formula for $f_{\max}$ thus requires that a linear circuit, with one lumped gate resistance, describes the device at its operating point. It also takes the channel current to follow the gate voltage without delay. In a real channel the delay matters more as the frequency rises, so a value such as 216.6 GHz, about four times $f_T$, is a property of the model and not a prediction for a real transistor.

## Table of computed values

```
gm = 100 mS, gds = 5 mS
Cgs = 270 fF, Cgd = 30 fF, Cds = 60 fF
C = 300 fF, k = Cgd/C = 0.100, go = 15.00 mS
f0 = 53.05 GHz
Only Rg changed; U and net resistance taken at 40 GHz:
 Rg =    1 ohm: fT = 53.32 GHz, fmax = 216.58 GHz, fmax/fT = 4.062, U = 29.317, net = -28.32 ohm
 Rg =    4 ohm: fT = 53.32 GHz, fmax = 108.29 GHz, fmax/fT = 2.031, U = 7.329, net = -25.32 ohm
 Rg =   16 ohm: fT = 53.32 GHz, fmax = 54.15 GHz, fmax/fT = 1.016, U = 1.832, net = -13.32 ohm
 Rg =   64 ohm: fT = 53.32 GHz, fmax = 27.07 GHz, fmax/fT = 0.508, U = 0.458, net = 34.68 ohm
Rg at which fmax = fT: 16.50 ohm
At 40 GHz: |h21| = 1.330, Ract = 29.32 ohm
 lowest eigenvalue of Hermitian part of Y, Rg = 1 ohm: -43.91 mS
 lowest eigenvalue of Hermitian part of Y, Rg = 64 ohm: 4.91 mS
Oscillator at 80 GHz, Rg = 4 ohm: |h21| = 0.671, Ract = 7.33 ohm
 load conductance at each port = 6.352 mS
 susceptances: gate shunt 54.81 mS, drain shunt 9.10 mS, bridge -47.79 mS
 with Rg = 16 ohm the lowest eigenvalue at 80 GHz is 7.20 mS (passive)
Fuller circuit: Ri = 1.0 ohm, Rs = 0.5 ohm, Rd = 0.5 ohm
 Rg =    0 ohm: fT = 53.81 GHz, fmax = 233.24 GHz
 Rg =    1 ohm: fT = 53.81 GHz, fmax = 157.21 GHz
 Rg =    4 ohm: fT = 53.81 GHz, fmax = 97.23 GHz
 Rg =   16 ohm: fT = 53.81 GHz, fmax = 52.29 GHz
 Rg =   64 ohm: fT = 53.81 GHz, fmax = 26.68 GHz
Pad capacitance 30 fF ahead of Rg:
 Rg =    1 ohm: fT = 48.43 GHz, fmax = 216.58 GHz
 Rg =    4 ohm: fT = 48.40 GHz, fmax = 108.29 GHz
 Rg =   16 ohm: fT = 48.01 GHz, fmax = 54.15 GHz
 Rg =   64 ohm: fT = 43.65 GHz, fmax = 27.07 GHz
```
